# Why bare lattice perturbation theory has large coefficients, and mean-field links

## Definitions and the model

Work on a four-dimensional Euclidean hypercubic lattice of spacing $a$, with $a=\hbar=c=1$ unless $a$ is shown. The photon field $A_\mu(x)$ lives on the link from $x$ to $x+\hat\mu$, and a charged particle crossing that link acquires the phase

$$U_\mu(x)=e^{ieA_\mu(x)} .$$

The lattice field strength and lattice momentum are

$$F_{\mu\nu}(x)=A_\mu(x)+A_\nu(x+\hat\mu)-A_\mu(x+\hat\nu)-A_\nu(x),\qquad \hat k_\mu=2\sin\frac{k_\mu}{2},$$

with $\hat k^2=\sum_\mu\hat k_\mu^2$. The photon action is Gaussian, $\tfrac12\sum_x\sum_{\mu<\nu}F_{\mu\nu}^2$, except in the section on the compact action. In momentum space its kernel is $\hat k^2\delta_{\mu\nu}-\hat k_\mu\hat k_\nu$. The gauge-fixing term adds $\hat k_\mu\hat k_\nu/\xi$. Transverse components then have kernel $\hat k^2$ and the longitudinal one $\hat k^2/\xi$, so the propagator is

$$D_{\mu\nu}(k)=\frac{1}{\hat k^2}\left[\delta_{\mu\nu}-(1-\xi)\frac{\hat k_\mu\hat k_\nu}{\hat k^2}\right].$$

Here $\xi=1$ is Feynman gauge and $\xi=0$ is Landau gauge. The symbol $\int_k$ means $\int d^4k/(2\pi)^4$ over $-\pi<k_\mu\le\pi$.

The fermion has the Wilson operator

$$(D\psi)(x)=(m_0+4)\psi(x)-\tfrac12\sum_\mu\left[(1-\gamma_\mu)U_\mu(x)\psi(x+\hat\mu)+(1+\gamma_\mu)U_\mu^*(x-\hat\mu)\psi(x-\hat\mu)\right],$$

with Hermitian $\gamma_\mu$ obeying $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$. Fermion loops are omitted (the quenched approximation); they do not enter the one-loop fermion self-energy.

"Poor convergence" here means large low-order coefficients when $e^2$ is of order one. It is not a statement about a radius of convergence. The yardstick is $1/(16\pi^2)=0.00633$, the usual size of a four-dimensional loop factor.

## The photon loop on one link

Expanding the phase gives

$$U_\mu=1+ieA_\mu-\tfrac12e^2A_\mu^2+\ldots$$

The quadratic term is a contact vertex: two photons meet the fermion at one link. Closing them on each other gives, in Feynman gauge,

$$\langle A_\mu^2\rangle=Z_0=\int_k\frac1{\hat k^2}=0.154933,\qquad \langle U_\mu\rangle=1-\tfrac12e^2Z_0+\ldots$$

Restoring the spacing shows why this survives a small $a$. The exponent is $ieaA_\mu$, so the contact term carries $a^2$. But $\langle A_\mu^2\rangle=Z_0/a^2$, because the loop diverges quadratically. The product has no power of $a$ left. A vertex that vanishes in the classical continuum limit therefore contributes at full strength in a loop.

The loop lives near the cutoff. Replacing $\hat k^2$ by $k^2$ inside $|k|<1$, and using the area $2\pi^2$ of the unit three-sphere,

$$\int_{|k|<1}\frac{d^4k}{(2\pi)^4}\frac1{k^2}=\frac{2\pi^2}{16\pi^4}\int_0^1k\,dk=\frac1{16\pi^2}.$$

The lattice integrand gives this region about 4 % of $Z_0$ (the momentum grid behind the printed 4.1 % resolves the sharp edge of the ball only to about 0.1 percentage points). The remaining 96 % comes from higher momenta, and $Z_0$ is about 24 times the yardstick.

For a Gaussian field the higher terms can be summed. Since $\langle A^{2n}\rangle=(2n)!\,\langle A^2\rangle^n/(2^nn!)$ and odd moments vanish,

$$\langle e^{ieA}\rangle=\sum_n\frac{(-e^2)^n}{(2n)!}\langle A^{2n}\rangle=\sum_n\frac1{n!}\left(-\frac{e^2\langle A^2\rangle}{2}\right)^n=e^{-e^2\langle A^2\rangle/2}.$$

This series converges for every $e^2$. Stopping after the first correction costs little at $e^2=1$, where it gives $0.9225$ instead of $0.9255$, but more at $e^2=4$, where it gives $0.690$ instead of $0.734$.

## The one-loop mass shift

Without photons, a plane wave turns the Wilson operator into

$$D_0(k)=m_0+\sum_\mu(1-\cos k_\mu)+i\sum_\mu\gamma_\mu\sin k_\mu=W+i\slashed s,$$

where $s_\mu=\sin k_\mu$, $\slashed s=\sum_\mu\gamma_\mu s_\mu$ and $W=m_0+\hat k^2/2$, because $1-\cos k_\mu=\hat k_\mu^2/2$. Write $D=D_0+V_1+V_2+\ldots$ in powers of $e$, and $S=D_0^{-1}$. As $\langle V_1\rangle=0$,

$$\langle D^{-1}\rangle=S-S\langle V_2\rangle S+S\langle V_1SV_1\rangle S+\ldots$$

Inverting this to order $e^2$ gives

$$\langle D^{-1}\rangle^{-1}=D_0+\langle V_2\rangle-\langle V_1SV_1\rangle+\ldots$$

The first correction is the tadpole and the second the sunset.

**Tadpole.** At zero fermion momentum the quadratic link term contributes, per direction,

$$-\tfrac12\left[(1-\gamma_\mu)+(1+\gamma_\mu)\right]\left(-\tfrac12e^2\langle A_\mu^2\rangle\right)=\tfrac12e^2\langle A_\mu^2\rangle.$$

Four directions give $2e^2Z_0=0.30987\,e^2$ in Feynman gauge.

**Vertex.** Insert a constant $\psi$ and a photon wave $A_\mu(x)=e^{ik\cdot(x+\hat\mu/2)}$. The terms linear in $e$, with the common factor $e^{ik\cdot x}$ removed, are

$$-\tfrac{ie}2(1-\gamma_\mu)e^{ik_\mu/2}+\tfrac{ie}2(1+\gamma_\mu)e^{-ik_\mu/2}=e\left[\sin\tfrac{k_\mu}2+i\gamma_\mu\cos\tfrac{k_\mu}2\right]\equiv e\,v_\mu.$$

On the return to zero momentum, the incoming fermion has momentum $k$ and the photon $-k$. The forward phase is $e^{-ik_\mu/2}e^{ik_\mu}=e^{ik_\mu/2}$ and the backward phase is its conjugate, so the second vertex is also $e\,v_\mu$.

**Sunset.** In Feynman gauge the correction is $-e^2\int_k\sum_\mu v_\mu Sv_\mu/\hat k^2$, with

$$S=\frac{W-i\slashed s}{W^2+s^2},\qquad s^2=\sum_\mu\sin^2k_\mu,$$

because $(W+i\slashed s)(W-i\slashed s)=W^2+s^2$. A mass shift is the part proportional to the unit matrix. Terms with one $\gamma$ left over are odd in $k$ and integrate to zero. The $W$ part leaves

$$W\left(\sin^2\tfrac{k_\mu}2-\cos^2\tfrac{k_\mu}2\right)=-W\cos k_\mu .$$

The $\slashed s$ part leaves the cross terms

$$\sin\tfrac{k_\mu}2\cos\tfrac{k_\mu}2\,(\slashed s\gamma_\mu+\gamma_\mu\slashed s)=2\sin\tfrac{k_\mu}2\cos\tfrac{k_\mu}2\,s_\mu=\sin^2k_\mu .$$

Including the overall minus sign, the sunset mass shift is

$$e^2\int_k\frac{W\sum_\mu\cos k_\mu-s^2}{\hat k^2(W^2+s^2)} .$$

The critical bare mass $m_c$ is where the full inverse propagator vanishes at zero momentum. It is itself of order $e^2$, so the loop may be evaluated at $m_0=0$, where $W=\hat k^2/2$. The integral is then $0.01585$, and

$$m_c=-(0.30987+0.01585)e^2+\ldots=-0.3257\,e^2+\ldots$$

This coefficient is 51.4 times the yardstick. The sunset integrand changes sign, so different momentum regions partly cancel. At small $k$ the numerator tends to $2k^2-k^2=k^2$ and the integrand to $+1/k^2$. At the corner $k_\mu=\pi$ one has $W=8$, $\sum_\mu\cos k_\mu=-4$, $s^2=0$, and the integrand is $-32/(16\cdot64)=-1/32$.

## What depends on the gauge

The tadpole supplies 95.1 % of the total in Feynman gauge, but that share is not an invariant. The vertices obey

$$\sum_\mu\hat k_\mu v_\mu=\sum_\mu\left(2\sin^2\tfrac{k_\mu}2+2i\gamma_\mu\sin\tfrac{k_\mu}2\cos\tfrac{k_\mu}2\right)=\frac{\hat k^2}2+i\slashed s,$$

which is $D_0(k)$ at $m_0=0$. The longitudinal term of the photon propagator therefore changes the sunset by

$$(1-\xi)e^2\int_k\frac{D_0SD_0}{(\hat k^2)^2}=(1-\xi)e^2\int_k\frac{D_0}{(\hat k^2)^2}\;\longrightarrow\;(1-\xi)\frac{e^2Z_0}2,$$

where the arrow keeps the unit-matrix part $\hat k^2/2$. In the tadpole, $\sum_\mu D_{\mu\mu}=[4-(1-\xi)]/\hat k^2$, so it changes by $-(1-\xi)e^2Z_0/2$. The changes cancel. A test with explicit Dirac matrices on a finite momentum grid confirms the cancellation.

In Landau gauge the split is $0.2324+0.0933$, a tadpole share of 71.4 %. The link tadpole dominates in both gauges, but a rescaling of links should be defined by something gauge invariant.

## The plaquette as a measure of the link

The smallest closed loop gives $P=\langle\cos eF_{\mu\nu}\rangle$. Its four links suggest

$$u_0=P^{1/4}$$

as the typical size of one link. To find $P$, let $G(n)$ be the Feynman-gauge correlation of parallel links separated by $n$ steps along an axis, so $G(0)=Z_0$. The squares in $F^2$ give $4Z_0$. The two pairs of opposite links enter with relative minus signs and give $-4G(1)$. Perpendicular links are uncorrelated in this gauge. The lattice Green equation at the origin reads

$$\sum_\mu\left[2G(0)-G(\hat\mu)-G(-\hat\mu)\right]=8\left[Z_0-G(1)\right]=1 .$$

With $G(1)=0.029933$, this checks as $0.154933-0.029933=1/8$. Hence

$$\langle F^2\rangle=4Z_0-4G(1)=\tfrac12 .$$

For the Gaussian photon action,

$$P=e^{-e^2/4},\qquad u_0=e^{-e^2/16}=1-\frac{e^2}{16}+\ldots$$

The plaquette thus contains the link tadpole, reduced by the correlation between opposite links.

## Rescaling the links

Let $H(U)$ be the hopping part of the Wilson operator, so $D=m_0+4-H(U)$. It is linear in the links and their conjugates, so $H(U)=u_0H(U/u_0)$ for real $u_0$, and

$$D=u_0\left[\tilde m+4-H(U/u_0)\right],\qquad \tilde m=\frac{m_0+4}{u_0}-4 .$$

Nothing has been approximated. The gain is that $U/u_0$ fluctuates around a value closer to one:

$$\frac U{u_0}=1+ieA-\tfrac12e^2A^2+\frac{e^2}{16}+\ldots$$

The last term is a counterterm against the tadpole. On a constant spinor $H(1)=4$, so it adds $-4e^2/16=-e^2/4$ to the bracket. If $c(m)$ is the ordinary one-loop mass coefficient, the inverse propagator at zero momentum becomes

$$M=u_0\left[\tilde m+e^2r(\tilde m)\right],\qquad r(m)=c(m)-\tfrac14 .$$

There is no double counting: $u_0\tilde m=m_0+4(1-u_0)=m_0+e^2/4+\ldots$, and adding $e^2(c-1/4)$ restores $m_0+e^2c$ at first order. Setting $M=0$ and multiplying out $u_0\tilde m$ gives

$$m_c=-4(1-u_0)-u_0e^2r(0)+\ldots,\qquad r(0)=0.32571-0.25000=0.07571 .$$

The rescaling removes 76.8 % of the coefficient. Its origin is visible from

$$\tfrac14=\tfrac12\langle F^2\rangle=2Z_0-2G(1)=0.30987-0.05987 .$$

The quarter taken out is the Feynman tadpole less a neighbour correlation. What remains is that correlation plus the sunset, $0.05987+0.01585\approx0.0757$. This is still 12 times the yardstick, so mean field does not make the remainder small by continuum standards.

Any improvement must come from the terms beyond order $e^2$ that the rescaled formula retains. If the whole formula, including the products of $u_0$ with the other factors, is expanded and cut at order $e^2$, the bare result returns unchanged.

## The coupling of a compact photon

A second large coefficient appears if the photon action is itself built from link phases:

$$S=\frac1{e^2}\sum(1-\cos eF)=\sum\left(\tfrac12F^2-\tfrac{e^2}{24}F^4+\ldots\right),$$

with the sum over plaquettes. Add a weak, smooth background with field strength $tF_B$. The second derivative of $S$ at $t=0$ is $\sum F_B^2\cos eF$. Averaging over Gaussian fluctuations to order $e^2$ multiplies the classical stiffness by

$$1-\tfrac12e^2\langle F^2\rangle=1-\frac{e^2}4 .$$

The action is even in $F$, so there is no cubic photon vertex and no other one-loop diagram. Every plaquette has the same $\langle F^2\rangle$, so the factor does not depend on the background momentum. In terms of link angles $eB$ the action is proportional to stiffness divided by $e^2$, and the effective coupling is

$$e_R^2=\frac{e^2}{1-e^2/4}+\ldots=e^2\left(1+\frac{e^2}4+\ldots\right).$$

The coefficient $1/4$ is 39 times the yardstick. The mean-field coupling $\tilde e^2=e^2/u_0^4=e^2/P$ has the same first correction, since $P=1-e^2/4+\ldots$ also for the compact action. Therefore $e_R^2=\tilde e^2+O(\tilde e^6)$: the one-loop coefficient is removed completely. This argument says nothing about the size of the next one. It also holds only at weak coupling: the four-dimensional compact theory has a transition near $e^2\approx1$, above which the photon is confined, the stiffness vanishes while $P$ stays positive, and $e_R^2\approx\tilde e^2$ fails.

At $e^2=0.1$, the background stiffness averaged over Gaussian fields on a $4^4$ lattice is $0.9759$, against $0.9751$ from the one-loop formula. The exact Gaussian average on this lattice is $e^{-0.0249}=0.9754$, so higher orders account for only $0.0003$ of the difference. The remaining $0.0005$ is sampling scatter. Because the fields are Gaussian, this average checks only the one-loop factor; it does not sample the compact action itself.

## Comparison beyond one loop

Return to the Gaussian photon action. On a periodic $4^4$ lattice its fields can be drawn independently and the Wilson equation solved in each one. The calculation uses 60 Landau-gauge fields, $m_0=0.5$, and no photon zero mode. With volume $V=256$, dropping that mode changes $\langle F^2\rangle$ to $\tfrac12(1-1/V)$, so the quarter in $r$ becomes $0.2490$. The averaged zero-momentum propagator defines $M$ as its inverse. At nonzero $m_0$ this $M$ depends on the gauge. It is not a physical particle mass, but it gives both expansions the same target.

The finite-lattice coefficient is $c(0.5)=0.3017$. Sampling at $e^2=0.1$ gives $(M-m_0)/e^2=0.2994\pm0.0029$, in agreement within one standard error. Part of the gap is expected: the bare error of $0.018$ at $e^2=1$ in the table below implies an $e^4$ term that lowers this ratio by about $0.002$ at $e^2=0.1$.

At $e^2=2$ the bare formula gives

$$M_{\rm bare}=0.5+2(0.3017)=1.103 .$$

For the mean-field formula, $u_0=e^{-2(1-1/256)/16}=0.8829$, $\tilde m=4.5/0.8829-4=1.097$ and $r(\tilde m)=0.0424$, so

$$M_{\rm mf}=0.8829\,[1.097+2(0.0424)]=1.043 .$$

The sampled value is $1.036\pm0.005$. The results at three couplings, with the differences taken as formula minus sample, are:

| $e^2$ | sampled $M$ | bare difference | mean-field difference |
|---|---|---|---|
| 1 | $0.784\pm0.003$ | $+0.018$ | $+0.003$ |
| 2 | $1.036\pm0.005$ | $+0.067$ | $+0.007$ |
| 4 | $1.469\pm0.007$ | $+0.238$ | $+0.016$ |

Relative to the sampled shift $M-m_0$, the bare error at $e^2=4$ is $0.238/0.969$, or 25 %; the mean-field error is under 2 %. The bare error grows by factors of 3.7 and 3.5 as $e^2$ doubles, close to the factor 4 expected from a missing $e^4$ term. The mean-field differences are only one to about two standard errors, so this sample does not resolve their size well. The same fields serve at all couplings, so the common sign of the differences is not independent evidence.

The gain of $0.060$ at $e^2=2$ has two parts. Replacing the linear term $2(0.2490)=0.498$ by $4(1-u_0)=0.468$ lowers $M$ by $0.030$. Replacing the remainder $2(0.3017-0.2490)=0.105$ by $2u_0r(\tilde m)=0.075$ lowers it by another $0.030$. Half the improvement thus comes from resumming the mean link, and half from the remaining loop. Of that second half, about two thirds, $2[0.3017-(0.0424+0.2490)]\approx0.021$, arises because the loop is evaluated at the heavier mass $\tilde m$ instead of $m_0$, and only $2(0.0424)(1-u_0)\approx0.010$ comes from the factor $u_0$.

## Where the argument applies

At the physical charge, $e^2=4\pi\alpha=0.0917$, the one-loop shift is only $0.030/a$, and bare perturbation theory is serviceable at fixed $a$. The shift still grows as $1/a$, so the bare mass must be retuned as the spacing shrinks. The error of the bare formula grows with the charge: in the table above it is 6 % of the sampled shift at $e^2=1$ and 25 % at $e^2=4$.

Mean-field rescaling is meant for large coefficients that come from cutoff-scale fluctuations whose average effect is to multiply each link by nearly the same factor. It cannot supply infrared physics, and a single constant factor cannot describe how the fermion propagates between two vertices. Which diagram the removed part belongs to depends on the gauge: in Feynman gauge the $0.25$ is less than the tadpole, while in Landau gauge it exceeds the tadpole's $0.2324$ and also takes away a little of the sunset. The two coefficients treated here lose 77 % and 100 % of their one-loop size; another operator needs its own calculation. The sampled comparison concerns one small volume and one bare mass, without fermion loops. It does not test the formula for $m_c$ directly and is no continuum extrapolation. Its full set of values is in the numerical output below.

## Computed values

```
All quantities in lattice units (a = hbar = c = 1)
link tadpole integral Z0 = 0.154933
nearest-neighbour photon function G(1) = 0.029933
natural loop size 1/(16 pi^2) = 0.006333
share of Z0 from |k| < 1 = 4.1 %
Critical-mass shift coefficients (per e2), infinite lattice:
  tadpole, Feynman gauge = 0.30987
  sunset, Feynman gauge = 0.01585
  tadpole, Landau gauge = 0.23240
  sunset, Landau gauge = 0.09331
  total = 0.32571
  total in units of 1/(16 pi^2) = 51.43
  tadpole share, Feynman = 95.1 %
  tadpole share, Landau = 71.4 %
  part carried by u0 = 0.25000
  remainder after mean field = 0.07571
  fraction removed = 76.8 %
physical e2 = 4 pi alpha = 0.09170
one-loop mass shift at physical e2 = 0.02987
Sampling: L = 4, m0 = 0.5, fields = 60
one-loop coefficient c(m0), L = 4: 0.3017
sampled slope at e2 = 0.1: 0.2994 +- 0.0029
compact-action stiffness at e2 = 0.1: 0.97588
  one-loop formula: 0.97510
e2 = 1: plaquette formula 0.7796, sampled 0.7803
  u0 = 0.9396, sampled Landau link = 0.9464
  m_tilde = 0.7891, remainder r = 0.0476
  M bare one-loop = 0.8017, mean-field = 0.7861
  M sampled = 0.7836 +- 0.0025
  errors: bare +0.0181, mean-field +0.0025
e2 = 2: plaquette formula 0.6077, sampled 0.6088
  u0 = 0.8829, sampled Landau link = 0.8957
  m_tilde = 1.0967, remainder r = 0.0424
  M bare one-loop = 1.1035, mean-field = 1.0432
  M sampled = 1.0363 +- 0.0045
  errors: bare +0.0672, mean-field +0.0070
e2 = 4: plaquette formula 0.3693, sampled 0.3706
  u0 = 0.7796, sampled Landau link = 0.8022
  m_tilde = 1.7725, remainder r = 0.0329
  M bare one-loop = 1.7069, mean-field = 1.4843
  M sampled = 1.4686 +- 0.0073
  errors: bare +0.2383, mean-field +0.0157
```
